# Reflectance of a Mo/Si Mirror versus Ruthenium Cap Thickness: test program

```python
"""
Reflectance of a Mo/Si mirror at 13.5 nm against the thickness d of a Ru cap.

Result under test (normal incidence, fields ~ exp(-i omega t), n = n' + i beta):
    R(d) = M(q) + A(q) cos(Psi),   q = |r_m| exp(-2 k0 beta d)
    r_t = (1 - n)/(1 + n)          vacuum/Ru amplitude
    r_m                            mirror amplitude seen from inside Ru
    z   = r_m exp(2 i k0 n d)      mirror amplitude carried to the cap surface
    D   = 1 - |r_t|^2 q^2,  c = (r_t - q^2 conj(r_t))/D,  rho = q |1 - r_t^2|/D
    M   = rho^2 + |c|^2,    A = 2 rho |c|
Late in d the period is lambda/(2 n') and the swing falls by
exp(-2 pi beta/n') per period.  All lengths are in nm.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp

WAVELENGTH = 13.5
K0 = 2 * np.pi / WAVELENGTH
# Rounded, rough typical optical constants near 13.5 nm
RU, MO, SI, CARBON = 0.886 + 0.017j, 0.924 + 0.0064j, 0.999 + 0.0018j, 0.96 + 0.007j
T_SI, T_MO, BILAYERS = 4.15, 2.80, 40


def amplitude(indices, thicknesses, wavelength=WAVELENGTH, angle=0.0,
              polarization="s", width=0.0):
    """Layer recursion from the substrate upward; width = interface rms width."""
    n = np.array(indices, dtype=complex)
    kz = 2 * np.pi / wavelength * np.sqrt(n**2 - (n[0] * np.sin(angle))**2)
    adm = kz if polarization == "s" else kz / n**2
    r = 0.0
    for j in range(len(n) - 2, -1, -1):
        f = (adm[j] - adm[j + 1]) / (adm[j] + adm[j + 1])
        f = f * np.exp(-2 * kz[j] * kz[j + 1] * width**2)
        if j < len(n) - 2:
            r = r * np.exp(2j * kz[j + 1] * thicknesses[j])
        r = (f + r) / (1 + f * r)
    return r


def mirror(bilayers=BILAYERS):
    return [SI, MO] * bilayers + [SI], [T_SI, T_MO] * bilayers


def capped(d, cap=RU, bilayers=BILAYERS, carbon=0.0, **options):
    """Reflectance with a cap of thickness d (number or array)."""
    n, t = mirror(bilayers)
    n, t = [cap] + n, [d] + t
    if carbon > 0:
        n, t = [CARBON] + n, [carbon] + t
    return np.abs(amplitude([1.0] + n, t, **options))**2


# ---- independent road: integrate E'' = -k0^2 n^2 E through every layer ----
def march(state, index, thickness):
    """Carry (E, E'/k0) upward, toward the vacuum side, through one layer."""
    if thickness == 0:
        return state
    sol = solve_ivp(lambda x, y: K0 * np.array([y[1], -index**2 * y[0]]),
                    (0.0, -thickness), state, method="DOP853",
                    rtol=1e-11, atol=1e-13)
    assert sol.success
    return sol.y[:, -1]


state_top = np.array([1.0 + 0j, 1j * SI])
for index, thickness in zip(mirror()[0][-2::-1], mirror()[1][::-1]):
    state_top = march(state_top, index, thickness)


def wave_amplitude(d, cap=RU):
    field, slope = march(state_top, cap, d)
    g = slope / (1j * field)
    return (1 - g) / (1 + g)


# ---- closed form of the capped mirror ----
r_t = (1 - RU) / (1 + RU)
r_m = amplitude([RU] + mirror()[0], mirror()[1])


def circle(q):
    D = 1 - abs(r_t)**2 * q**2
    c = (r_t - q**2 * np.conj(r_t)) / D
    rho = q * abs(1 - r_t**2) / D
    return c, rho**2 + abs(c)**2, 2 * rho * abs(c)


def closed_form(d):
    z = r_m * np.exp(2j * K0 * RU * d)
    c, mid, swing = circle(abs(z))
    turning = (1 - r_t**2) * z * np.conj(1 + r_t * z) / (1 + r_t * z)
    return mid + swing * np.cos(np.angle(turning) - np.angle(c))


worst = 0.0
for d in (0.0, 1.3, 2.5, 6.0, 11.0, 30.0, 75.0):
    direct = abs(wave_amplitude(d))**2
    worst = max(worst, abs(direct - capped(d)), abs(direct - closed_form(d)))
assert worst < 1e-7

# Envelope against a brute-force sweep of the mirror phase
phases = np.exp(1j * np.linspace(0, 2 * np.pi, 40001))
for q in (0.1, 0.4, 0.6, 0.85):
    R_sweep = np.abs((r_t + q * phases) / (1 + r_t * q * phases))**2
    _, mid, swing = circle(q)
    assert abs(R_sweep.max() - mid - swing) < 1e-7
    assert abs(R_sweep.min() - mid + swing) < 1e-7

# Damping is due to absorption in Ru: without it the curve repeats
period = WAVELENGTH / (2 * RU.real)
for d in (1.0, 3.0):
    repeat = [abs(wave_amplitude(x, RU.real))**2 for x in (d, d + period)]
    assert abs(repeat[0] - repeat[1]) < 1e-7
    lossy = [abs(wave_amplitude(x))**2 for x in (d, d + period)]
    assert lossy[0] - lossy[1] > 0.01


# Slope of R with cap thickness, split into index and loss terms
def slope_terms(r):
    eps, R = RU**2, abs(r)**2
    return (K0 * (eps.real - 1) * (1 - R) * r.imag,
            -K0 * eps.imag * (2 * R + (1 + R) * r.real))


for d in (0.5, 2.5, 7.0):
    h = 0.005
    numeric = (abs(wave_amplitude(d + h))**2 - abs(wave_amplitude(d - h))**2) / (2 * h)
    assert abs(numeric - sum(slope_terms(wave_amplitude(d)))) < 2e-6


# Extrema of the scanned curve, refined by a parabola
def extrema(d, R):
    s = np.diff(R)
    i = np.where(s[:-1] * s[1:] < 0)[0] + 1
    curvature = R[i - 1] - 2 * R[i] + R[i + 1]
    tilt = R[i + 1] - R[i - 1]
    return (d[i] - tilt / (2 * curvature) * (d[1] - d[0]),
            R[i] - tilt**2 / (8 * curvature), curvature < 0)


scan = np.linspace(0, 300, 30001)
ext_d, ext_R, is_max = extrema(scan, capped(scan))
max_d = ext_d[is_max]
late_spacing = np.mean(np.diff(max_d[-6:]))
assert abs(late_spacing / period - 1) < 0.005
gaps = np.abs(np.diff(ext_R))
late_damping = gaps[-1] / gaps[-3]
damping = np.exp(-2 * np.pi * RU.imag / RU.real)
assert abs(late_damping / damping - 1) < 0.005

# The half-swing grows before it decays
q_scan = abs(r_m) * np.exp(-2 * K0 * RU.imag * scan)
swing_scan = circle(q_scan)[2]
i_peak = int(np.argmax(swing_scan))
assert i_peak > 0 and swing_scan[i_peak] > swing_scan[0]

# ---- printed numbers ----
energy = constants.h * constants.c / (WAVELENGTH * 1e-9) / constants.e
r_bare = wave_amplitude(0.0)
print(f"wavelength {WAVELENGTH} nm, photon energy {energy:.2f} eV")
print(f"indices: Ru {RU}, Mo {MO}, Si {SI}")
print(f"Si {T_SI} nm, Mo {T_MO} nm, bilayers {BILAYERS}")
stretch = np.linspace(0.97, 1.03, 601)
R_stretch = np.abs(amplitude([1.0] + mirror()[0],
                             [t * stretch for t in mirror()[1]]))**2
best_period = (T_SI + T_MO) * stretch[np.argmax(R_stretch)]
print(f"bilayer period used {T_SI + T_MO:.3f} nm, best for bare mirror {best_period:.3f} nm")
print(f"bare R {abs(r_bare)**2:.4f}, at best period {R_stretch.max():.4f}")
print(f"bare amplitude r = {r_bare:.4f}, phase {np.degrees(np.angle(r_bare)):.1f} deg")
print(f"bare surface intensity |1+r|^2 {abs(1 + r_bare)**2:.4f} (incident = 1)")
print(f"r_t = {r_t:.5f}, |r_t|^2 = {abs(r_t)**2:.5f}")
print(f"r_m = {r_m:.4f}, |r_m| = {abs(r_m):.4f}, |r_m|^2 = {abs(r_m)**2:.4f}")
print(f"period lambda/(2n') {period:.3f} nm")
print(f"midline decay rate 4 k0 beta {4 * K0 * RU.imag:.5f} per nm")
print(f"late swing decay rate 2 k0 beta {2 * K0 * RU.imag:.5f} per nm")
print(f"swing factor per period: formula {damping:.4f}, scan {late_damping:.4f}")
index_term, loss_term = slope_terms(r_bare)
print(f"slope at d=0: index {index_term:.5f}, loss {loss_term:.5f}, "
      f"sum {index_term + loss_term:.5f} per nm")
print("d (nm)   R        M        A")
for d in (0.0, 1.0, 2.0, 2.5, 4.0, 6.0, 8.0, 10.0, 15.0, 20.0, 40.0):
    _, mid, swing = circle(abs(r_m) * np.exp(-2 * K0 * RU.imag * d))
    print(f"{d:5.1f}  {capped(d):.4f}   {mid:.4f}   {swing:.4f}")
for d, R, top in list(zip(ext_d, ext_R, is_max))[:7]:
    print(f"{'maximum' if top else 'minimum'} at d = {d:.2f} nm, R = {R:.4f}")
print("first spacings of maxima (nm):", np.round(np.diff(max_d[:5]), 2))
print(f"late spacing of maxima {late_spacing:.3f} nm")
print(f"half-swing A: {swing_scan[0]:.4f} at d=0, "
      f"peak {swing_scan[i_peak]:.4f} at {scan[i_peak]:.1f} nm")
print(f"q^2 at the peak of A {q_scan[i_peak]**2:.3f}")
print(f"ten mirrors, 2.5 nm cap over bare: {(capped(2.5) / capped(0.0))**10:.3f}")
print(f"largest R error against wave equation {worst:.1e}")

# ---- sizes of neglected effects ----
thin = np.linspace(0, 14, 1401)
six = np.radians(6.0)
band = np.linspace(0.99, 1.01, 21) * WAVELENGTH
cases = {
    "ideal model": capped(thin),
    "6 deg, unpolarized": 0.5 * (capped(thin, angle=six)
                                 + capped(thin, angle=six, polarization="p")),
    "2 % band, flat": np.mean([capped(thin, wavelength=w) for w in band], axis=0),
    "0.5 nm interface width": capped(thin, width=0.5),
    "Ru 10 % less dense": capped(thin, cap=1 + 0.9 * (RU - 1)),
    "1 nm carbon on top": capped(thin, carbon=1.0),
    "80 bilayers": capped(thin, bilayers=80),
}
print("case: best cap below 5 nm, R there, later rise of R")
for name, curve in cases.items():
    i = int(np.argmax(curve[thin < 5]))
    rest = curve[i:]
    rise = np.max(rest - np.minimum.accumulate(rest))
    print(f"{name}: {thin[i]:.2f} nm, {curve[i]:.4f}, {rise:.4f}")
period_six = WAVELENGTH / (2 * np.sqrt(RU**2 - np.sin(six)**2).real)
print(f"period at 6 deg {period_six:.3f} nm")
print("PASS")
```

It prints:

```
wavelength 13.5 nm, photon energy 91.84 eV
indices: Ru (0.886+0.017j), Mo (0.924+0.0064j), Si (0.999+0.0018j)
Si 4.15 nm, Mo 2.8 nm, bilayers 40
bilayer period used 6.950 nm, best for bare mirror 6.909 nm
bare R 0.7232, at best period 0.7312
bare amplitude r = -0.8228-0.2147j, phase -165.4 deg
bare surface intensity |1+r|^2 0.0775 (incident = 1)
r_t = 0.06036-0.00956j, |r_t|^2 = 0.00373
r_m = -0.8407-0.1910j, |r_m| = 0.8621, |r_m|^2 = 0.7432
period lambda/(2n') 7.619 nm
midline decay rate 4 k0 beta 0.03165 per nm
late swing decay rate 2 k0 beta 0.01582 per nm
swing factor per period: formula 0.8864, scan 0.8860
slope at d=0: index 0.00596, loss -0.00040, sum 0.00556 per nm
d (nm)   R        M        A
  0.0  0.7232   0.7426   0.0393
  1.0  0.7325   0.7194   0.0401
  2.0  0.7339   0.6969   0.0409
  2.5  0.7271   0.6860   0.0412
  4.0  0.6766   0.6541   0.0424
  6.0  0.5782   0.6139   0.0438
  8.0  0.5562   0.5763   0.0451
 10.0  0.5837   0.5409   0.0462
 15.0  0.4181   0.4619   0.0480
 20.0  0.4074   0.3945   0.0488
 40.0  0.2331   0.2108   0.0449
maximum at d = 1.60 nm, R = 0.7355
minimum at d = 7.32 nm, R = 0.5498
maximum at d = 9.87 nm, R = 0.5839
minimum at d = 14.93 nm, R = 0.4180
maximum at d = 17.81 nm, R = 0.4682
minimum at d = 22.53 nm, R = 0.3172
maximum at d = 25.62 nm, R = 0.3773
first spacings of maxima (nm): [8.26 7.94 7.81 7.74]
late spacing of maxima 7.619 nm
half-swing A: 0.0393 at d=0, peak 0.0489 at 21.7 nm
q^2 at the peak of A 0.374
ten mirrors, 2.5 nm cap over bare: 1.056
largest R error against wave equation 4.2e-12
case: best cap below 5 nm, R there, later rise of R
ideal model: 1.60 nm, 0.7355, 0.0341
6 deg, unpolarized: 1.86 nm, 0.7400, 0.0332
2 % band, flat: 1.62 nm, 0.7272, 0.0319
0.5 nm interface width: 1.65 nm, 0.7057, 0.0296
Ru 10 % less dense: 1.59 nm, 0.7342, 0.0286
1 nm carbon on top: 1.05 nm, 0.7311, 0.0251
80 bilayers: 1.57 nm, 0.7417, 0.0334
period at 6 deg 7.672 nm
PASS
```
